**Electron-like curvature of LH1 from coupling to HH2**

In a symmetric [001] quantum well, coupling to HH2 alone gives the first light-hole subband the in-plane inverse mass $1/m=\gamma_1-\gamma_2-6\gamma_3^2p^2/\Delta$ in atomic units. Here $\gamma_i$ are the Luttinger parameters, $\Delta=E(HH2)-E(LH1)$ is the gap in hole energy at $k=0$, and $p=|\langle HH2|d/dz|LH1\rangle|$. The curvature is electron-like for $0<\Delta<6\gamma_3^2p^2/(\gamma_1-\gamma_2)$. The program asserts this formula, and the closed sum over all heavy-hole subbands of a hard-wall well, against diagonalization of a Hamiltonian built from p orbitals and spin. It also asserts that removing HH2 restores a hole-like curvature in the example, and that the levels split linearly when LH1 and HH2 coincide. For a 10 nm hard-wall well with a tensile shift of 0.010 eV, the output gives $m_0/m=-16.7$. Barriers of 0.15 eV reduce this to $-2.0$, so the sign survives but the hard-wall magnitude does not.

## Program and output

```python
"""
Result under test: in a symmetric [001] quantum well the first light-hole
subband LH1 has the in-plane inverse mass (hole energy positive, units 1/m0)
    1/m = g1 - g2 - 6 g3^2 p^2 (hbar^2/m0) / gap      (HH2 coupling alone)
so it is electron-like (1/m < 0) exactly for 0 < gap < critical gap, where
    gap = E(HH2) - E(LH1) at k = 0,   p = |<HH2| d/dz |LH1>|,
    critical gap = 6 g3^2 p^2 (hbar^2/m0) / (g1 - g2).
g1, g2, g3: Luttinger parameters.  shift: strain shift of the light hole
towards lower hole energy relative to the heavy hole (tension positive).
The closed sum over all heavy-hole subbands of a hard-wall well is tested too.
The reference is diagonalization of a Hamiltonian built from p orbitals,
spin and spin-orbit coupling.  Energies in eV, lengths in nm.
"""
import cmath
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq

HB = const.hbar**2 / const.m_e / const.e * 1e18      # hbar^2/m0 in eV nm^2
KT = const.k * 300.0 / const.e                       # thermal energy, 300 K

# ---------- orbital and spin algebra, basis |J, m> ----------
unit3, unit2 = np.eye(3), np.eye(2)
levi = np.zeros((3, 3, 3))
for a, b, c in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[a, b, c], levi[a, c, b] = 1.0, -1.0
orbital_L = [-1j * levi[a] for a in range(3)]
spin_S = [np.array([[0, 1], [1, 0]]) / 2,
          np.array([[0, -1j], [1j, 0]]) / 2,
          np.array([[1, 0], [0, -1]]) / 2]
L_dot_S = sum(np.kron(orbital_L[a], spin_S[a]) for a in range(3))
J_z = np.kron(orbital_L[2], unit2) + np.kron(unit3, spin_S[2])
# ascending order: two split-off states, then J=3/2 with m=-3/2,-1/2,1/2,3/2
j_basis = eigh(10 * L_dot_S + J_z)[1]


def orbital_operator(i, j):
    """|i><j| + |j><i| for i != j, |i><i| for i == j, times unit spin."""
    m = np.outer(unit3[i], unit3[j])
    return np.kron(m if i == j else m + m.T, unit2)


def derivative_matrix(box, count):
    """<m| d/dz |n> for the sine functions of a box with hard walls."""
    n = np.arange(1, count + 1)
    m, q = np.meshgrid(n, n, indexing="ij")
    odd = (m + q) % 2 == 1
    return np.where(odd, 4.0 * m * q / (box * np.where(odd, m**2 - q**2, 1)), 0)


def inside_matrix(box, width, count):
    """Matrix of the indicator function of a centred well."""
    n = np.arange(1, count + 1)
    m, q = np.meshgrid(n, n, indexing="ij")

    def cosine_integral(order):
        wave = order * np.pi / box
        return (width * np.cos(wave * box / 2)
                * np.sinc(wave * width / (2 * np.pi)))
    return (cosine_integral(m - q) - cosine_integral(m + q)) / box


def position_matrix(box, count):
    """Matrix of z measured from the centre of the box."""
    n = np.arange(1, count + 1)
    m, q = np.meshgrid(n, n, indexing="ij")
    odd = (m + q) % 2 == 1
    diff = np.where(odd, m - q, 1)
    return np.where(odd, -2 * box / np.pi**2
                    * (1 / diff**2 - 1 / (m + q)**2), 0.0)


def make_well(gammas, width, count, shift=0.0, barrier=None, box=None,
              field=0.0, split_off=None, drop_hh2=False):
    """Return the function H(kx, ky) and the mask of light-hole rows."""
    g1, g2, g3 = gammas
    box = width if barrier is None else box
    inside = (np.eye(count) if barrier is None
              else inside_matrix(box, width, count))
    potential = field * position_matrix(box, count)
    if barrier is not None:
        potential = potential + barrier * (np.eye(count) - inside)
    momentum = -1j * derivative_matrix(box, count)
    kz_squared = np.diag((np.arange(1, count + 1) * np.pi / box)**2)
    first = 2 if split_off is None else 0
    columns = j_basis[:, first:]

    def project(matrix):
        return columns.conj().T @ matrix @ columns

    square = [project(HB / 2 * ((g1 - 2 * g2) * np.eye(6)
                                + 6 * g2 * orbital_operator(i, i)))
              for i in range(3)]
    cross_xy, cross_xz, cross_yz = [
        project(3 * HB * g3 * orbital_operator(i, j))
        for i, j in ((0, 1), (0, 2), (1, 2))]
    strain = project(-1.5 * shift * orbital_operator(2, 2))
    spin_orbit = project((split_off or 0.0) / 3 * (np.eye(6) - 2 * L_dot_S))
    bands = 6 - first
    fixed = (np.kron(square[2], kz_squared) + np.kron(strain, inside)
             + np.kron(np.eye(bands), potential)
             + np.kron(spin_orbit, np.eye(count)))
    light = np.zeros(bands * count, dtype=bool)
    light[(3 - first) * count:(5 - first) * count] = True
    keep = np.arange(bands * count)
    if drop_hh2:                       # hard-wall four-band case only
        keep = np.delete(keep, [1, 3 * count + 1])

    def hamiltonian(kx, ky):
        plane = kx**2 * square[0] + ky**2 * square[1] + kx * ky * cross_xy
        total = (fixed + np.kron(plane, np.eye(count))
                 + np.kron(kx * cross_xz + ky * cross_yz, momentum))
        return total[np.ix_(keep, keep)]
    return hamiltonian, light[keep]


def diagonalized_inverse_mass(well, width, angle=0.3):
    """Curvature of LH1 from the energies at k = 0 and at a small k."""
    hamiltonian, light = well
    k = 0.005 / width
    e0, v0 = eigh(hamiltonian(0.0, 0.0))
    weight = np.sum(abs(v0[light])**2, axis=0)
    pair = np.where(weight > 0.5)[0][:2]
    e1, v1 = eigh(hamiltonian(k * np.cos(angle), k * np.sin(angle)))
    overlap = np.sum(abs(v0[:, pair].conj().T @ v1)**2, axis=0)
    followed = np.argsort(overlap)[-2:]
    return 2 * (e1[followed].mean() - e0[pair].mean()) / (HB * k**2)


# ---------- derived formulas for hard walls ----------
def level_gap(gammas, width, shift):
    unit = HB * np.pi**2 / (2 * width**2)
    return unit * (3 * gammas[0] - 10 * gammas[1]) + shift


def critical_gap(gammas, width):
    g1, g2, g3 = gammas
    return HB * 128 * g3**2 / (3 * width**2 * (g1 - g2))


def hh2_only(gammas, width, shift):
    ratio = critical_gap(gammas, width) / level_gap(gammas, width, shift)
    return (gammas[0] - gammas[1]) * (1 - ratio)


def all_subbands(gammas, width, shift):
    g1, g2, g3 = gammas
    w = g1 - 2 * g2
    unit = HB * np.pi**2 / (2 * width**2)
    nu = cmath.sqrt((g1 + 2 * g2 - shift / unit) / w)
    d = 1 - nu**2
    value = (g1 - g2 - 12 * g3**2 / (w * d)
             + 48 * g3**2 * nu / cmath.tan(np.pi * nu / 2)
             / (np.pi * w * d**2))
    return value.real


def close(x, y, relative=1e-3, absolute=2e-3):
    return abs(x - y) <= absolute + relative * abs(y)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


# ---------- example parameters ----------
GAMMAS, WIDTH, SHIFT = (7.0, 2.0, 3.0), 10.0, 0.010
BARRIER, SPLIT_OFF, FIELD = 0.15, 0.34, 0.005        # field in V/nm
g1, g2, g3 = GAMMAS
COUNT = 40

# envelope matrix elements from quadrature
for n in (2, 3, 4):
    integral = quad(lambda z: 2 / WIDTH * np.sin(n * np.pi * z / WIDTH)
                    * np.pi / WIDTH * np.cos(np.pi * z / WIDTH), 0, WIDTH)[0]
    expected = 4 * n / (WIDTH * (n**2 - 1)) if n % 2 == 0 else 0.0
    assert abs(integral - expected) < 1e-10
    assert abs(derivative_matrix(WIDTH, 5)[n - 1, 0] - integral) < 1e-10
p_21 = 8 / (3 * WIDTH)

# HH2 alone: with two envelope functions only HH2 acts at order k^2
for gammas in (GAMMAS, (4.3, 0.3, 1.4), (13.0, 4.2, 5.7)):
    a, b, c = gammas
    for width in (5.0, 10.0, 15.0):
        found = diagonalized_inverse_mass(make_well(gammas, width, 2), width)
        assert close(found, hh2_only(gammas, width, 0.0))
        predicted = (3 * a > 10 * b and 256 * c**2
                     > 3 * np.pi**2 * (3 * a - 10 * b) * (a - b))
        assert (found < 0) == predicted

# all subbands, through the three regimes of the level gap
scan = []
for shift in (-0.020, 0.0, SHIFT, 0.050, 0.090):
    found = diagonalized_inverse_mass(
        make_well(GAMMAS, WIDTH, COUNT, shift), WIDTH)
    assert close(found, all_subbands(GAMMAS, WIDTH, shift))
    gap_here = level_gap(GAMMAS, WIDTH, shift)
    inside_window = 0 < gap_here < critical_gap(GAMMAS, WIDTH)
    assert (found < 0) == inside_window
    scan.append((shift, gap_here, hh2_only(GAMMAS, WIDTH, shift), found))

# closed form without strain
w_h, w_l = g1 - 2 * g2, g1 + 2 * g2
unstrained = (g1 - g2 + 3 * g3**2 / g2 + 3 * g3**2 * np.sqrt(w_h * w_l)
              / (np.pi * g2**2 * np.tan(np.pi / 2 * np.sqrt(w_l / w_h))))
assert close(scan[1][3], unstrained)

# upper edge of the window when every subband is kept
edge_shift = brentq(lambda s: all_subbands(GAMMAS, WIDTH, s), 0.045, 0.2)
edge_gap = level_gap(GAMMAS, WIDTH, edge_shift)
assert edge_gap > critical_gap(GAMMAS, WIDTH)
for step in (-0.003, 0.003):
    found = diagonalized_inverse_mass(
        make_well(GAMMAS, WIDTH, COUNT, edge_shift + step), WIDTH)
    assert found * step > 0

# isotropy, and removal of HH2 as the test of the cause
example = make_well(GAMMAS, WIDTH, COUNT, SHIFT)
by_angle = [diagonalized_inverse_mass(example, WIDTH, t)
            for t in (0.0, np.pi / 8, np.pi / 4)]
assert max(by_angle) - min(by_angle) < 5e-3
without_hh2 = diagonalized_inverse_mass(
    make_well(GAMMAS, WIDTH, COUNT, SHIFT, drop_hh2=True), WIDTH)
two_level = hh2_only(GAMMAS, WIDTH, SHIFT)
full = all_subbands(GAMMAS, WIDTH, SHIFT)
assert without_hh2 > 0 > full
assert close(without_hh2, full - two_level + g1 - g2)

# linear splitting when LH1 and HH2 coincide
coupling = np.sqrt(3) * g3 * p_21 * HB               # eV nm
crossing = make_well(GAMMAS, WIDTH, COUNT, -level_gap(GAMMAS, WIDTH, 0.0))[0]
k_small = 1e-3
levels = eigh(crossing(k_small, 0.0), eigvals_only=True)
slope = (levels[5] - levels[2]) / (2 * k_small)
assert abs(slope / coupling - 1) < 2e-3

# non-parabolicity and the off-centre minimum (second Kramers doublet)
gap = level_gap(GAMMAS, WIDTH, SHIFT)
centre = eigh(example[0](0, 0), eigvals_only=True)
unit = HB * np.pi**2 / (2 * WIDTH**2)
e_hh1, e_lh1, e_hh2 = unit * w_h, unit * w_l - SHIFT, 4 * unit * w_h
assert np.allclose(centre[[0, 2, 4]], [e_hh1, e_lh1, e_hh2], atol=1e-9)
k_range = np.sqrt(0.1) * gap / coupling
moved = eigh(example[0](k_range, 0), eigvals_only=True)[2] - e_lh1
parabola_ratio = moved / (HB / 2 * full * k_range**2)
assert 0 < parabola_ratio < 1
small_well = make_well(GAMMAS, WIDTH, 16, SHIFT)[0]
k_grid = np.linspace(0, 0.6, 121)
minima = []
for angle in (0.0, np.pi / 4):
    curve = np.array([eigh(small_well(k * np.cos(angle), k * np.sin(angle)),
                           eigvals_only=True)[2] for k in k_grid])
    place = int(np.argmin(curve))
    assert 0 < place < len(k_grid) - 1
    minima.append((k_grid[place], curve[0] - curve[place]))

# finite barriers: second-order sum over actual envelopes
BOX, MANY = 40.0, 80
inside = inside_matrix(BOX, WIDTH, MANY)
kz2 = np.diag((np.arange(1, MANY + 1) * np.pi / BOX)**2)
wall = BARRIER * (np.eye(MANY) - inside)
e_heavy, heavy = eigh(HB / 2 * w_h * kz2 + wall)
e_light, light_env = eigh(HB / 2 * w_l * kz2 + wall - SHIFT * inside)
p_all = heavy.T @ derivative_matrix(BOX, MANY) @ light_env[:, 0]
terms = 6 * g3**2 * HB * p_all**2 / (e_heavy - e_light[0])
finite_sum = g1 - g2 - terms.sum()
finite = diagonalized_inverse_mass(
    make_well(GAMMAS, WIDTH, MANY, SHIFT, BARRIER, BOX), WIDTH)
assert close(finite, finite_sum)
finite_gap = e_heavy[1] - e_light[0]
finite_critical = 6 * g3**2 * HB * p_all[1]**2 / (g1 - g2)
assert 0 < finite_gap < finite_critical and finite < 0

# other neglected effects
six_band = diagonalized_inverse_mass(
    make_well(GAMMAS, WIDTH, COUNT, SHIFT, split_off=SPLIT_OFF), WIDTH)
six_finite = diagonalized_inverse_mass(
    make_well(GAMMAS, WIDTH, MANY, SHIFT, BARRIER, BOX,
              split_off=SPLIT_OFF), WIDTH)
in_field = diagonalized_inverse_mass(
    make_well(GAMMAS, WIDTH, COUNT, SHIFT, field=FIELD), WIDTH)

# ---------- printed numbers ----------
print(f"Luttinger parameters g1, g2, g3: {g1}, {g2}, {g3}")
show("well width", WIDTH, "nm", 1)
show("tensile light-hole shift", SHIFT, "eV", 3)
show("hbar^2/m0", HB, "eV nm^2", 5)
show("HH1 level", e_hh1, "eV", 5)
show("LH1 level", e_lh1, "eV", 5)
show("HH2 level", e_hh2, "eV", 5)
show("gap HH2 - LH1", gap, "eV", 5)
show("matrix element p", p_21, "1/nm")
show("critical gap, HH2 alone", critical_gap(GAMMAS, WIDTH), "eV", 5)
show("critical gap, all subbands", edge_gap, "eV", 5)
show("strain shift at that edge", edge_shift, "eV", 5)
show("1/m without coupling", g1 - g2, "1/m0", 3)
show("1/m, HH2 alone", two_level, "1/m0", 3)
show("1/m, all subbands, formula", full, "1/m0", 3)
show("1/m, all subbands, diagonalized", scan[2][3], "1/m0", 3)
show("1/m, HH2 removed", without_hh2, "1/m0", 3)
show("LH1 in-plane mass", 1 / full, "m0")
show("k^2 coefficient", HB / 2 * full, "eV nm^2")
show("k^2 coefficient", HB / 2 * full * 100, "eV angstrom^2", 2)
show("spread of 1/m over directions", max(by_angle) - min(by_angle),
     "1/m0", 6)
print("scan: shift eV | gap eV | 1/m HH2 alone | 1/m diagonalized")
for row in scan:
    print(f"  {row[0]:+.3f} | {row[1]:+.5f} | {row[2]:+.3f} | {row[3]:+.3f}")
show("unstrained closed form 1/m", unstrained, "1/m0", 3)
show("slope at crossing, formula", coupling, "eV nm", 5)
show("slope at crossing, diagonalized", slope, "eV nm", 5)
show("k for parabola check", k_range, "1/nm")
show("true shift / parabolic shift there", parabola_ratio, "", 3)
for name, (k_min, depth) in zip(("[100]", "[110]"), minima):
    show(f"off-centre minimum {name}, k", k_min, "1/nm", 3)
    show(f"off-centre minimum {name}, depth", depth, "eV", 5)
show("barrier height", BARRIER, "eV", 2)
show("finite barrier: gap", finite_gap, "eV", 5)
show("finite barrier: p", abs(p_all[1]), "1/nm")
show("finite barrier: critical gap", finite_critical, "eV", 5)
show("finite barrier: 1/m, HH2 alone", g1 - g2 - terms[1], "1/m0", 3)
show("finite barrier: 1/m, all subbands", finite, "1/m0", 3)
show("split-off energy", SPLIT_OFF, "eV", 2)
show("with split-off band: 1/m", six_band, "1/m0", 3)
show("finite barrier and split-off: 1/m", six_finite, "1/m0", 3)
show("electric field", FIELD * 10, "MV/cm", 3)
show("with field: 1/m", in_field, "1/m0", 3)
show("thermal energy at 300 K", KT, "eV", 5)
show("Boltzmann factor LH1/HH1 at k=0", np.exp(-(e_lh1 - e_hh1) / KT), "", 3)
print("no test failed")
```

Output:

```
Luttinger parameters g1, g2, g3: 7.0, 2.0, 3.0
well width: 10.0 nm
tensile light-hole shift: 0.010 eV
hbar^2/m0: 0.07620 eV nm^2
HH1 level: 0.01128 eV
LH1 level: 0.03136 eV
HH2 level: 0.04512 eV
gap HH2 - LH1: 0.01376 eV
matrix element p: 0.2667 1/nm
critical gap, HH2 alone: 0.05852 eV
critical gap, all subbands: 0.06239 eV
strain shift at that edge: 0.05863 eV
1/m without coupling: 5.000 1/m0
1/m, HH2 alone: -16.265 1/m0
1/m, all subbands, formula: -16.659 1/m0
1/m, all subbands, diagonalized: -16.658 1/m0
1/m, HH2 removed: 4.606 1/m0
LH1 in-plane mass: -0.0600 m0
k^2 coefficient: -0.6347 eV nm^2
k^2 coefficient: -63.47 eV angstrom^2
spread of 1/m over directions: 0.000009 1/m0
scan: shift eV | gap eV | 1/m HH2 alone | 1/m diagonalized
  -0.020 | -0.01624 | +23.018 | +22.539
  +0.000 | +0.00376 | -72.815 | -73.218
  +0.010 | +0.01376 | -16.265 | -16.658
  +0.050 | +0.05376 | -0.443 | -0.765
  +0.090 | +0.09376 | +1.879 | +1.606
unstrained closed form 1/m: -73.233 1/m0
slope at crossing, formula: 0.10559 eV nm
slope at crossing, diagonalized: 0.10559 eV nm
k for parabola check: 0.0412 1/nm
true shift / parabolic shift there: 0.883
off-centre minimum [100], k: 0.165 1/nm
off-centre minimum [100], depth: 0.00555 eV
off-centre minimum [110], k: 0.150 1/nm
off-centre minimum [110], depth: 0.00480 eV
barrier height: 0.15 eV
finite barrier: gap: 0.01902 eV
finite barrier: p: 0.1759 1/nm
finite barrier: critical gap: 0.02547 eV
finite barrier: 1/m, HH2 alone: -1.696 1/m0
finite barrier: 1/m, all subbands: -2.037 1/m0
split-off energy: 0.34 eV
with split-off band: 1/m: -15.566 1/m0
finite barrier and split-off: 1/m: -2.176 1/m0
electric field: 0.050 MV/cm
with field: 1/m: -14.074 1/m0
thermal energy at 300 K: 0.02585 eV
Boltzmann factor LH1/HH1 at k=0: 0.460
no test failed
```
